# Weibull Oxide Breakdown from Independent Cell Columns: Shape Proportional to Thickness

## Definitions and conventions

An oxide film has area $A$ and thickness $t_{\rm ox}$. It is divided into cubic cells of edge $a_0$, stacked in columns that run from one electrode to the other. There are
$$N=\frac{A}{a_0^2}\ \text{columns},\qquad n=\frac{t_{\rm ox}}{a_0}\ \text{cells in each},$$
with $N$ and $n$ whole numbers. Thickness therefore changes in steps of $a_0$.

The stress time is $t$, and $F(t)$ is the probability that the film has broken down by then. Two functions of $F$ are convenient:
$$H=-\ln(1-F),\qquad W=\ln H .$$
$H$ is the cumulative hazard and $W$ the ordinate of a Weibull plot. A Weibull law with shape $\beta$ and scale $t_{63}$ has $H=(t/t_{63})^\beta$, hence $W=\beta\ln t-\beta\ln t_{63}$, a straight line of slope $\beta$. At $t=t_{63}$, $H=1$ and $F=1-e^{-1}$, about 63 %.

The model rests on four assumptions.

1. Defects are permanent and fall at random, independently of one another and uniformly over the film. Their total number is Poisson distributed.
2. The mean number per cell is $\nu(t)=(t/\tau)^\alpha$, with $\tau,\alpha>0$ independent of thickness.
3. A cell conducts once it holds at least one defect.
4. Breakdown occurs when all $n$ cells of some column conduct. Paths that step sideways between columns are not counted.

## Theorem

Let $n$, $\alpha$ and $\tau$ be fixed, and define
$$\beta=\alpha n=\frac{\alpha}{a_0}\,t_{\rm ox},\qquad t_{63}=\tau N^{-1/\beta}.$$
Then for every fixed $s>0$,
$$\lim_{N\to\infty}F(s\,t_{63})=1-\exp(-s^{\beta}).$$

The time is measured in units of $t_{63}$ because $t_{63}$ itself shrinks as the film grows. For finite $N$ and $n\ge2$ the Weibull law is an approximation; its error is found below.

## Lemma 1: the law at finite size

**Statement.** With $q=1-e^{-\nu}$ and $p=q^n$,
$$F=1-(1-p)^N,\qquad H=-N\ln(1-p).$$

**Proof.** Let $M=nN$ be the number of cells. The total number of defects $K$ is Poisson with mean $M\nu$, and each defect lands in any given cell with probability $1/M$. The probability of finding $k_1,\dots,k_M$ defects in the cells, with $\sum_i k_i=K$, is
$$e^{-M\nu}\frac{(M\nu)^K}{K!}\;\frac{K!}{\prod_i k_i!}\,\frac1{M^K}
=\prod_{i=1}^{M}e^{-\nu}\frac{\nu^{k_i}}{k_i!}.$$
The factors $K!$ and $M^K$ cancel, and the result is a product, so the cells are independent. One cell is empty with probability $e^{-\nu}$ and conducts with probability $q$. A column conducts with probability $q^n=p$. The film survives if none of its $N$ independent columns conducts, which has probability $(1-p)^N$. Taking $-\ln(1-F)$ gives $H$. $\square$

As a test, all 64 states of a film with three columns of two cells were enumerated at $\nu=0.4$. The summed breakdown probability, 0.291911, agrees with the lemma.

At fixed time $H$ is proportional to $N$. Enlarging the area by a factor $r$ therefore gives $1-F_r=(1-F)^r$: the large film survives only if all its parts survive. This weakest-link rule holds at any $N$ in the model and does not need the Weibull limit.

## Lemma 2: bounds on the hazard

**Statement.** Let $H_W=N\nu^n$. Then
$$e^{-n\nu/2}\le\frac{H}{H_W}\le\frac1{1-p}.$$

**Proof.** Multiplying and dividing by $p=(1-e^{-\nu})^n$,
$$\frac{H}{H_W}=\frac{-\ln(1-p)}{p}\left(\frac{1-e^{-\nu}}{\nu}\right)^{n}.$$
For the first factor, $-\ln(1-p)=p+p^2/2+p^3/3+\cdots$ is at least $p$ and at most $p+p^2+p^3+\cdots=p/(1-p)$. The factor lies between 1 and $1/(1-p)$. For the second,
$$\frac{1-e^{-\nu}}{\nu}=e^{-\nu/2}\,\frac{\sinh(\nu/2)}{\nu/2}\ge e^{-\nu/2},$$
because $\sinh y\ge y$ for $y\ge0$. It is also at most 1, because $1-e^{-\nu}\le\nu$. Combining the lower bounds and the upper bounds proves the statement. $\square$

For $n=1$ no approximation is needed: $1-p=e^{-\nu}$, so $H=N\nu=H_W$ at every $N$.

## Proof of the theorem

Put $t=s\,t_{63}$. Since $\alpha/\beta=1/n$,
$$\nu=\left(\frac{s\,t_{63}}{\tau}\right)^{\alpha}=s^\alpha N^{-\alpha/\beta}=s^\alpha N^{-1/n}.$$
Therefore
$$H_W=N\nu^n=N\,s^{\alpha n}N^{-1}=s^\beta .$$
At fixed $s$ and $n$, $\nu\to0$ as $N\to\infty$, and so $p\to0$. Both bounds of Lemma 2 tend to 1, hence $H\to s^\beta$ and $F=1-e^{-H}\to1-\exp(-s^\beta)$. $\square$

The origin of the shape parameter is now visible. Breakdown in a large film comes while defects are still rare. A given column then needs $n$ independent rare events, each with probability close to $(t/\tau)^\alpha$, and their joint probability rises as $t^{\alpha n}$. Each added layer of cells adds $\alpha$ to the exponent. The number of columns sets the time scale but not the limiting exponent.

**Remark on the time law.** Randomness in space alone does not give a Weibull law in time. In the regime $H\simeq N\nu^n$, $W=\ln N+n\ln\nu(t)$ is linear in $\ln t$ only where $\ln\nu$ is. Power-law generation is thus needed over the times at which films fail. If, for instance, a density $\nu_0$ is present before stress, then $\nu=\nu_0+(t/\tau)^\alpha$ and
$$\frac{dW}{d\ln t}\simeq n\,\frac{d\ln\nu}{d\ln t}=\alpha n\,\frac{\nu-\nu_0}{\nu}.$$
The early part of the plot is flattened, and $F$ does not vanish at $t=0$.

## Proposition 1: error at finite size

**Statement.** For fixed $n\ge2$ and large $N$, the largest difference between $F$ and its Weibull limit is, to leading order,
$$\max|F-F_W|\simeq\frac n2\,c^{c}e^{-c}N^{-1/n},\qquad c=1+\frac1n .$$

**Proof.** Write $x=H_W$, so that $\nu=(x/N)^{1/n}$ and $F_W=1-e^{-x}$. The series $\ln[(1-e^{-\nu})/\nu]=-\nu/2+O(\nu^2)$ gives
$$\ln\frac Hx=-\frac{n\nu}{2}+O(\nu^2)+O(p).$$
Here $p\simeq x/N$, which is smaller than $\nu\propto N^{-1/n}$ when $n\ge2$. Thus $H\simeq x(1-n\nu/2)$ and
$$F-F_W=e^{-x}-e^{-H}\simeq-\frac{n\nu}{2}\,x\,e^{-x}
=-\frac n2N^{-1/n}x^{c}e^{-x}.$$
The derivative of $\ln(x^ce^{-x})$ is $c/x-1$, so the maximum is at $x=c$, which gives the stated value.

Very large $x$ cannot spoil this. While $n\nu/2\le\ln2$, Lemma 2 gives $H\ge x/2$, so the difference is at most $|H-x|e^{-x/2}$, which is $N^{-1/n}$ times a function that decays at large $x$, up to smaller terms. Beyond that point $x\ge N(2\ln2/n)^n$, and both survival probabilities are exponentially small in $N$. $\square$

The sign has a simple meaning. Some defects fall into cells that already conduct and are wasted, so for $n\ge2$ the film fails slightly later than the limit predicts (for $n=1$ the factor $-\ln(1-p)/p$ of Lemma 2 cancels this loss exactly). The sign belongs to the column model. If a path may also step sideways through a shared face, each column gains $4(n-2)$ paths of $n+1$ cells: four neighbours, and a step in any inner layer. These paths are of higher order in $\nu$ and leave the limit unchanged, but they give $H/H_W\simeq1+[4(n-2)-n/2]\nu$. For $n\ge3$ the film then fails earlier than the limit predicts, and the local slope lies above $\alpha n$ while defects are rare. A Weibull law with slope and scale adjusted to the finite film can remain close to $F$ where the limit is not: for $n=12$ and $N=10^8$ it stays within 0.003, while the limit is off by 0.46. The condition for the limiting law itself, with shape $\alpha n$ and scale $t_{63}$, to be accurate around 63 % failure is
$$nN^{-1/n}\ll1 .$$
For $n=3$ and $N=10^9$, the computed largest difference is $5.804\times10^{-4}$ and the leading formula gives $5.803\times10^{-4}$. At $N=10^3$ the values are 0.0588 and 0.0580.

## Proposition 2: local slope of the Weibull plot

**Statement.** At any $N$ and $n$,
$$\frac{dW}{d\ln t}=\alpha n\;\frac{\nu}{e^\nu-1}\;\frac{p}{(1-p)[-\ln(1-p)]}.$$

**Proof.** From $W=\ln N+\ln[-\ln(1-p)]$,
$$\frac{dW}{dp}=\frac1{(1-p)[-\ln(1-p)]}.$$
Since $p=q^n$ and $dq/d\nu=e^{-\nu}$,
$$\frac{dp}{d\nu}=nq^{n-1}e^{-\nu}=np\,\frac{e^{-\nu}}{1-e^{-\nu}}=\frac{np}{e^\nu-1}.$$
Finally $d\nu/d\ln t=\alpha\nu$. Multiplying the three derivatives gives the result. $\square$

**Early failures.** As $t\to0$ both $\nu$ and $p$ vanish, and the two correction factors tend to 1. The slope tends to $\alpha n$ for every fixed $N$ and $n$.

**63 % failure.** Here $H=1$, so $-\ln(1-p)=1/N$ and $p=1-e^{-1/N}$. The last factor is
$$N(e^{1/N}-1)=1+\frac1{2N}+\cdots .$$
For $n\ge2$ and $N^{-1/n}\ll1$ this is negligible beside $\nu/(e^\nu-1)\simeq1-\nu/2$, with $\nu\simeq N^{-1/n}$. Hence
$$\beta_{63}\simeq\alpha n\left(1-\tfrac12N^{-1/n}\right).$$

**Thick films at fixed area.** Let $L=-\ln p$, which is close to $\ln N$ at 63 % failure. Then $q=e^{-L/n}$, $\nu=-\ln(1-e^{-L/n})$ and $e^\nu-1=q/(1-q)=1/(e^{L/n}-1)$. Dropping the factor $1+O(1/N)$,
$$\beta_{63}\simeq\alpha n\,(e^{L/n}-1)\left[-\ln(1-e^{-L/n})\right].$$
When $n\gg L$, both $e^{L/n}-1$ and $1-e^{-L/n}$ approach $L/n$, so
$$\beta_{63}\simeq\alpha L\ln\frac nL .$$
The slope now grows only logarithmically with thickness. Almost every cell must be defective before any column is complete, so the rare-defect argument no longer applies. This regime is a property of the column model only: with sideways steps allowed, a thick film is already spanned near the site percolation threshold of the simple cubic lattice, $q\approx0.31$, and the logarithmic formula does not apply to it. Proportionality to thickness thus belongs to the regime in which $N^{-1/n}$ is small.

## A simulated film

The law was tested by throwing defects one at a time into a whole film and recording when the first column was complete. For each thickness, 3000 films of $10^4$ columns were broken, with $\alpha=0.5$. The table compares the fitted Weibull shape with two predictions.

| $n$ | $\alpha n$ | $\beta_{63}$ | fitted |
|---|---|---|---|
| 2 | 1.00 | 0.995 | 0.978 |
| 3 | 1.50 | 1.465 | 1.508 |
| 4 | 2.00 | 1.897 | 1.948 |

One standard error of the fit is about 1.5 %. The fitted shapes follow the thickness. For $n=2$ and 3 the two prediction columns differ by less than two standard errors. For $n=4$ they differ by about 3.5, but this sample falls midway between them, so the fitted shapes do not decide.

The whole distribution is more discriminating. For $n=4$ the largest distance between the simulated distribution and Lemma 1 is 0.016, within the sampling allowance of 0.037. The distance to the Weibull limit is 0.072, outside it. Proposition 1 predicts a difference of about 0.076 here, so the simulation resolves the finite-size correction.

## Worked example

Take round parameters: $a_0=1$ nm, $\alpha=0.5$, $\tau=10^{16}$ s, and a test capacitor of 100 µm². Since 1 µm² is $10^6$ nm², $N=100\times10^6=10^8$.

| $t_{\rm ox}$ (nm) | $\alpha n$ | slope at 63 % | slope at $F=10^{-6}$ |
|---|---|---|---|
| 2 | 1.0 | 1.000 | 1.000 |
| 4 | 2.0 | 1.990 | 2.000 |
| 6 | 3.0 | 2.929 | 2.993 |
| 12 | 6.0 | 5.301 | 5.791 |

Up to 4 nm the 63 % slope stays within about 0.5 % of $\alpha n$, which is proportional to thickness. At 12 nm the 63 % slope is 12 % below $\alpha n$. About 22 % of the cells then conduct, and paths with sideways steps would far outnumber complete columns, so this row describes the column model rather than a real film. The early tail is closer to it, and at $F=10^{-30}$ the slope is 5.998. That recovery is a mathematical limit, far below any failure fraction that could be sampled.

For 1000 cells $\alpha n$ would be 500, whereas the slope at 63 % is 37.2; the logarithmic formula gives 36.8.

### Lifetime of a larger area

Let the area grow by $r=10^4$, and ask when a fraction $F=10^{-4}$ has failed. In the Weibull regime the hazard is $r$ times that of the test capacitor:
$$-\ln(1-F)=r\left(\frac t{t_{63}}\right)^\beta
\quad\Longrightarrow\quad
t=t_{63}\left[\frac{-\ln(1-F)}r\right]^{1/\beta}.$$
The bracket is very nearly $10^{-4}/10^4=10^{-8}$.

For 3 nm, $\beta=1.5$:
$$t_{63}=10^{16}\,(10^8)^{-1/1.5}\ {\rm s}=4.64\times10^{10}\ {\rm s},$$
$$t=4.64\times10^{10}\times4.64\times10^{-6}\ {\rm s}=2.15\times10^5\ {\rm s},$$
or 2.5 days. For 4 nm, $\beta=2$:
$$t_{63}=10^{16}\,(10^8)^{-1/2}\ {\rm s}=10^{12}\ {\rm s},\qquad
t=10^{12}\times10^{-4}\ {\rm s}=10^8\ {\rm s},$$
or about 3.2 years.

On the test capacitor the thicker film lasts 22 times longer at 63 % failure. After extrapolation the ratio is about 460. The additional factor comes from $\beta$: a smaller shape means a broader distribution, and both the larger area and the lower failure fraction then cost more lifetime. The comparison assumes equal $\tau$ and $\alpha$ in the two films, that is, equal conditions of defect generation. It is not a comparison at equal voltage unless those conditions happen to coincide.

The 63 % times of the test capacitor are about 1500 and 32 000 years, so they illustrate the formulas and could not be observed directly. A real test is accelerated by higher voltage or temperature, and carrying its result to operating conditions needs a separate law for the defect generation, which this model does not supply.

### Size of the correction to the time scale

At $H=1$ and $n\ge2$, $q\simeq N^{-1/n}$ and $\nu=-\ln(1-q)\simeq q(1+q/2)$. Since $t=\tau\nu^{1/\alpha}$, and provided $N^{-1/n}\ll\alpha$,
$$t_{63}^{\rm finite}\simeq\tau q^{1/\alpha}\left(1+\frac q2\right)^{1/\alpha}
\simeq t_{63}\left(1+\frac{N^{-1/n}}{2\alpha}\right).$$
For 4 nm, $N^{-1/n}=0.01$ and $2\alpha=1$, so the factor is 1.0100; solving Lemma 1 numerically gives 1.0101. At the larger area and lower failure fraction the defects are rarer still, and the finite-size time is $1.0001\times10^8$ s. In this example, extrapolation with the limiting $t_{63}$ and $\beta=\alpha n$ moves towards the regime where the Weibull law is more accurate. Extrapolating instead from the finite-size 63 % time and the slope 1.990 found there gives a time about 3.6 % too short.

These figures measure the error of the Weibull limit within the column model. They do not measure the effect of sideways paths, clustered defects or thickness variations, which the assumptions exclude. Sideways paths alone would outweigh the correction found here: for 4 nm, $H/H_W\simeq1+6\nu$ with $\nu\simeq0.01$ turns the factor 1.01 into about 0.97. The complete values are in the numerical output below.

## Computed values

```
tiny film, 3 columns x 2 cells, nu = 0.4
F enumerated 0.291911, F from law 0.291911
simulation: 3000 films, 10000 columns each, alpha = 0.5
KS distance allowed by sampling: 0.0365
n  alpha*n  slope63  fitted  KS exact  KS Weibull
2  1.00     0.995    0.978   0.0129    0.0139
3  1.50     1.465    1.508   0.0145    0.0339
4  2.00     1.897    1.948   0.0162    0.0720
largest |F - F_Weibull| for n = 3: computed, leading formula
N = 1e+03: 5.881e-02, 5.803e-02
N = 1e+06: 5.813e-03, 5.803e-03
N = 1e+09: 5.804e-04, 5.803e-04
cell edge 1.0 nm, tau 1e+16 s
area 100.0 um^2, N = 1e+08
thickness nm, alpha*n, slope at 63 %, slope at F = 1e-6
     1     0.50    0.5000    0.5000
     2     1.00    1.0000    1.0000
     3     1.50    1.4984    1.5000
     4     2.00    1.9900    1.9997
     6     3.00    2.9293    2.9930
     8     4.00    3.7930    3.9642
    12     6.00    5.3015    5.7908
  1000   500.00   37.2151   56.5256
12 nm, slope at F = 1e-30: 5.9980
thick films: cells, slope at 63 %, logarithmic formula
1000: 37.215, 36.789
100000: 79.212, 79.204
extrapolation: area x 1e+04, F = 1e-04
3 nm: beta 1.50, N^(-1/n) 0.00215
  t63 Weibull 4.6416e+10 s, exact 4.6516e+10 s
  t63 ratio 1.00216, formula 1.00215
  area exponent -0.66689, -1/beta -0.66667
  reduction factor 4.6417e-06
  large area: Weibull 2.1545e+05 s, exact 2.1545e+05 s
4 nm: beta 2.00, N^(-1/n) 0.01000
  t63 Weibull 1.0000e+12 s, exact 1.0101e+12 s
  t63 ratio 1.01009, formula 1.01000
  area exponent -0.50098, -1/beta -0.50000
  reduction factor 1.0000e-04
  large area: Weibull 1.0000e+08 s, exact 1.0001e+08 s
```
